# Uniform Pressure in Radially Flowing Oxide on Curved Silicon

**Q.** A silicon cylinder is oxidized while hot enough for the oxide to flow. New oxide forms at the bottom of the shell and pushes the old oxide away. I would expect the pressure to be highest where the pushing is done. Before we argue about that, what is moving, and how fast?

**A.** Take a long cylindrical interface of radius $a$ between silicon and oxide, and a free oxide surface of radius $b$. On a silicon pillar, the convex case, the oxide lies outside and $b>a$. In a round hole in silicon, the concave case, it lines the wall and $b<a$. I write $\kappa=+1$ for convex and $\kappa=-1$ for concave. The silicon is rigid and at rest, and the radial velocity $v$ is positive outwards.

Let the silicon surface be consumed at speed $s>0$, and let one volume of silicon become $\Omega>1$ volumes of oxide. In a time $dt$, per unit length of cylinder, the silicon lost is $2\pi a s\,dt$ and the oxide formed is $\Omega\,2\pi a s\,dt$. The vacated space holds $2\pi a s\,dt$ of it. The excess must push the older oxide towards the free surface:

$$2\pi a\,|v(a)|\,dt=(\Omega-1)\,2\pi a s\,dt,\qquad v(a)=\kappa(\Omega-1)s .$$

The oxide growth rate, by which I mean the volume of oxide formed per unit time and unit area of interface, is $R=\Omega s$. It is larger than $|v(a)|$ because part of the new oxide fills the place of the silicon.

**Q.** You have sent all the expansion into the radial direction. Why should the new oxide not expand along the surface too?

**A.** That is an assumption about the reaction: the expansion is accommodated normal to the interface, and the oxide is bonded to the silicon. I also assume no axial flow, $v_z=0$, and the same growth rate all round the circumference. The model therefore leaves out any stress built in by lateral expansion during conversion.

**Q.** Granted. What is the velocity inside the shell?

**A.** The oxide is taken as incompressible, so the same area must cross every circle per unit time:

$$\frac1r\frac{d(rv)}{dr}=0\quad\Rightarrow\quad v=\frac Cr,\qquad C=a\,v(a)=\kappa(\Omega-1)as .$$

**Q.** Everything moves along a radius and nothing slides past anything else. Where does viscosity enter?

**A.** Through the change of shape. A ring of oxide pushed outwards gets longer and must become thinner. The strain rates are

$$e_{rr}=\frac{dv}{dr}=-\frac C{r^2},\qquad e_{\theta\theta}=\frac vr=\frac C{r^2},\qquad e_{zz}=0 .$$

Their sum is zero, as incompressibility demands, but they differ from one another, and this is shear seen along axes at 45° to the radius. For a Newtonian fluid of viscosity $\eta$, with tensile stress counted positive, $\sigma_{ij}=-p\,\delta_{ij}+2\eta e_{ij}$:

$$\sigma_{rr}=-p-\frac{2\eta C}{r^2},\qquad \sigma_{\theta\theta}=-p+\frac{2\eta C}{r^2},\qquad \sigma_{zz}=-p .$$

Adding them gives $p=-(\sigma_{rr}+\sigma_{\theta\theta}+\sigma_{zz})/3$. By "pressure" I mean this quantity, measured from the ambient pressure. Negative $p$ is tension in the mean.

**Q.** Now my objection. The viscous stress falls as $1/r^2$. Surely $p$ must vary with $r$ to balance it.

**A.** Balance the forces on a small sector between $r$ and $r+dr$, of opening angle $d\theta$. The radial stresses act on arcs of length $r\,d\theta$ and $(r+dr)\,d\theta$. The hoop stress acts on the two flat sides, and because these are tilted by $d\theta$ it leaves an inward force $\sigma_{\theta\theta}\,dr\,d\theta$. Inertia is neglected, so

$$\frac{d(r\sigma_{rr})}{dr}-\sigma_{\theta\theta}=0\quad\Rightarrow\quad \frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}r=0 .$$

Let the viscosity depend on $r$ for the moment. The two terms are

$$\frac{d\sigma_{rr}}{dr}=-\frac{dp}{dr}-\frac{2C}{r^2}\frac{d\eta}{dr}+\frac{4\eta C}{r^3},\qquad
\frac{\sigma_{rr}-\sigma_{\theta\theta}}r=-\frac{4\eta C}{r^3}.$$

The terms in $r^{-3}$ cancel, and what remains is

$$\frac{dp}{dr}=-\frac{2C}{r^2}\frac{d\eta}{dr}.$$

If $\eta$ is uniform, $p$ is uniform. The viscous stresses do vary with $r$, as you said, but they balance among themselves: the inward pull of the hoop stress is met by the radial decay of the radial stress. Nothing is left for a pressure gradient to do.

**Q.** So uniform viscosity carries the result. How much does a gradient spoil it?

**A.** Let the viscosity rise linearly from $\eta_0$ at the interface to $1.5\,\eta_0$ at the free surface, so that $d\eta/dr=0.5\,\eta_0/(b-a)$. Then

$$p(b)-p(a)=-\frac{C\eta_0}{b-a}\int_a^b\frac{dr}{r^2}=-\frac{C\eta_0}{b-a}\left(\frac1a-\frac1b\right)=-\frac{C\eta_0}{ab}.$$

This is comparable with the pressure itself, as the numbers below will show. An oxide whose water content or temperature changes across the shell need not have a uniform pressure.

**Q.** For uniform viscosity you have a constant, but not its value or even its sign. The oxide is being pushed from below in both geometries. I would say it is compressed in both.

**A.** The free surface decides. No load acts there, so the total radial stress vanishes:

$$\sigma_{rr}(b)=-p-\frac{2\eta C}{b^2}=0\quad\Rightarrow\quad
p=-\frac{2\eta C}{b^2}=-\kappa\,\frac{2\eta(\Omega-1)as}{b^2}.$$

On a pillar $p<0$: the oxide is in mean tension. In a hole $p>0$: it is in mean compression. On the pillar each ring is driven to a larger circumference and is stretched; in the hole each ring is driven to a smaller one and is squeezed.

**Q.** A ring that is stretched along its length is also thinned along the radius. Why do the two not cancel in the mean?

**A.** Their viscous parts do cancel, since $2\eta(e_{rr}+e_{\theta\theta})=0$. But on the pillar the viscous radial stress at the surface is $-2\eta C/b^2$, a push outwards on a surface with nothing to push against. A mean tension of the same size must cancel it. In the hole all these signs are reversed.

**Q.** Then on the pillar the oxide is in tension, and it should pull on the silicon. Yet you said that it is being pushed away from it. Which is it?

**A.** Pressure and normal stress at the interface are different quantities. Inserting $p$ gives

$$\sigma_{rr}=2\eta C\left(\frac1{b^2}-\frac1{r^2}\right),\qquad
\sigma_{\theta\theta}=2\eta C\left(\frac1{b^2}+\frac1{r^2}\right).$$

The hoop stress has the sign of $C$: tensile on the pillar, compressive in the hole. Now look at $\sigma_{rr}(a)$. On the pillar $C>0$ and $1/b^2<1/a^2$. In the hole $C<0$ and $1/b^2>1/a^2$. The product is negative in both cases, so oxide and silicon press on each other in both. Your picture of pushing from below is right for this stress component.

Energy gives the reason. The flow dissipates heat at a rate $2\eta(e_{rr}^2+e_{\theta\theta}^2)=4\eta C^2/r^4$ per unit volume. For the pillar, per unit length,

$$\int_a^b\frac{4\eta C^2}{r^4}\,2\pi r\,dr=8\pi\eta C^2\int_a^b\frac{dr}{r^3}=4\pi\eta C^2\left(\frac1{a^2}-\frac1{b^2}\right)>0 .$$

The free surface does no work, so the interface must supply this power. The force on the oxide per unit area there is $-\sigma_{rr}(a)$ in the outward direction, and the power is

$$-2\pi a\,\sigma_{rr}(a)\,v(a)=-2\pi C\,\sigma_{rr}(a).$$

Setting the two equal gives $\sigma_{rr}(a)=-2\eta C(1/a^2-1/b^2)$, the value found above. For the hole the oxide lies inside $r=a$, so the force on it is $+\sigma_{rr}(a)$, while $v(a)<0$. Positive power again requires $\sigma_{rr}(a)<0$.

**Q.** What happens when the curvature goes away? A flat oxide cannot choose between tension and compression.

**A.** It does not have to. Let the thickness $h=|b-a|$ be small compared with $a$. To leading order $b^2\approx a^2$, and

$$p\approx-\kappa\,\frac{2\eta(\Omega-1)s}{a},$$

which vanishes as $a\to\infty$. For the normal stress the difference of the inverse squares is needed:

$$\frac1{b^2}-\frac1{a^2}=\frac{(a-b)(a+b)}{a^2b^2}\approx-\kappa\,\frac{2h}{a^3},\qquad
\sigma_{rr}(a)\approx-\frac{4\eta(\Omega-1)s\,h}{a^2},$$

where $\kappa^2=1$ was used. At this order the pressure is odd in the curvature $\kappa/a$ and the normal stress is even in it. A flat oxide film moves as a rigid plate and has neither, within this model.

**Q.** And the opposite limit, a thick shell?

**A.** Hold $a$, $s$ and $\eta$ fixed. On a pillar with $b\gg a$ the pressure tends to zero as $1/b^2$, while $\sigma_{rr}(a)$ tends to $-2\eta C/a^2$. In a hole that is closing, $b\to0$ and the formula for $p$ diverges. No real oxide follows it there, since a viscosity independent of stress will have failed first.

**Q.** Your free surface is very free. What about surface tension, or a stiff layer on top?

**A.** Surface tension $\gamma$ pulls the surface towards its centre of curvature. On the pillar this squeezes the oxide, $\sigma_{rr}(b)=-\gamma/b$; in the hole it pulls the oxide inwards, $\sigma_{rr}(b)=+\gamma/b$. A further normal load $P$ on the surface contributes $-P$ in both cases. Repeating the boundary step,

$$-p-\frac{2\eta C}{b^2}=-\kappa\frac{\gamma}{b}-P\quad\Rightarrow\quad
p=-\frac{2\eta C}{b^2}+\kappa\frac{\gamma}{b}+P .$$

The pressure stays uniform if $P$ is the same all round, but its sign is no longer guaranteed. A pillar oxide is in mean tension as long as $2\eta C/b^2>P+\gamma/b$. A covering layer that presses hard enough reverses the sign.

**Q.** Give me numbers. Are these stresses worth discussing?

**A.** Consider a pillar and a hole, both with $a=1000$ nm and 200 nm of oxide, in diluted steam at 1373 K. I take round, rough parameters: $R=0.1$ nm/s, $\Omega=2.25$, $\eta=5\times10^{11}$ Pa s. The silicon is consumed at

$$s=\frac{0.1}{2.25}=0.0444\ \text{nm/s},\qquad |v(a)|=1.25\times0.0444=0.0556\ \text{nm/s},$$

so $|C|=1000\times0.0556=55.6$ nm²/s. On the pillar $b=1200$ nm, in the hole $b=800$ nm:

$$p_{\text{convex}}=-\frac{2(5\times10^{11})(55.6)}{1200^2}\ \text{Pa}=-39\ \text{MPa},$$

$$p_{\text{concave}}=+\frac{2(5\times10^{11})(55.6)}{800^2}\ \text{Pa}=+87\ \text{MPa}.$$

At equal $a$, thickness and growth rate the hole has the larger magnitude by $(1200/800)^2=2.25$; that this equals $\Omega$ is an accident of the chosen numbers.

At the interface $2\eta|C|/a^2=55.6$ MPa in both cases. The normal stress is therefore $38.6-55.6=-17$ MPa on the pillar and $-86.8+55.6=-31$ MPa in the hole: compressive twice, as argued. The hoop stress there is $38.6+55.6=94$ MPa on the pillar and $-86.8-55.6=-142$ MPa in the hole.

The viscosity gradient discussed earlier, with $\eta_0=5\times10^{11}$ Pa s, would change the pillar's pressure across the shell by $-C\eta_0/(ab)=-23$ MPa. It would run from $-35$ MPa at the interface to $1.5\times(-38.6)=-58$ MPa at the surface.

**Q.** You put in $v=C/r$ first and found the pressure afterwards. Would a solution that knows nothing of this agree?

**A.** For these two shells the continuity and force equations were also solved numerically with $v(r)$ and $p(r)$ both unknown, given the interface velocity and a stress-free surface. The pressure agreed with $-2\eta C/b^2$ throughout the shell to within one part in a million, with the stated signs. The same solution with the linear viscosity gradient reproduced the pressure difference $-C\eta_0/(ab)$ to the same accuracy.

**Q.** Does the sign of $p$ matter to the oxidation itself?

**A.** It does if the oxidant's diffusivity follows an activated law, $D\propto\exp(-pV_D/kT)$. With a rough activation volume $V_D=0.075$ nm³ the factor is about 1.2 on the pillar and 0.7 in the hole. The reaction at the interface is often modelled as responding instead to the normal stress, for example as $\exp[\sigma_{rr}(a)V_R/kT]$. With a rough $V_R=0.0125$ nm³ this gives 0.99 and 0.98, a slight slowing in both. I have held $R$ fixed at its actual value, so these factors do not alter the stresses above. To predict $R$ one would have to solve for growth and stress together.

**Q.** Those shear stresses are large. Is the oxide still Newtonian?

**A.** Nearly, for these parameters. One model of shear-thinning replaces the linear law between shear stress $\tau$ and shear rate $2|C|/r^2$ by

$$\frac{2|C|}{r^2}=\frac{\tau_0}{\eta}\sinh\frac{\tau}{\tau_0}\quad\Rightarrow\quad
\tau=\tau_0\,\operatorname{arsinh}\frac{2\eta|C|}{r^2\tau_0},\qquad \tau_0=\frac{2kT}{V}.$$

With a rough activation volume $V=0.3$ nm³, $\tau_0=126$ MPa. The effective viscosity $\tau r^2/(2|C|)$ is lowest where the shear is strongest, so it varies with $r$, and the equation for $dp/dr$ then gives a pressure gradient. On the pillar $p$ runs from $-37.3$ MPa at the interface to $-38.0$ MPa at the surface. In the hole it runs from 83.7 to 81.1 MPa. The variation across the shell is about 2% and 3% of the pressure, and the largest departure from the Newtonian value is about 7%, at the surface of the hole. These figures are sensitive to $V$, which is poorly known. With $V=0.6$ nm³ the surface pressure of the hole is 71 MPa, 18% below the Newtonian value. With $V=1.0$ nm³ the pressure runs from $-30$ to $-34$ MPa on the pillar and from 68 to 59 MPa in the hole, up to 32% below it.

This also says where the diverging formula for a closing hole begins to fail. At the free surface the Newtonian shear stress equals $|p|$. At the same $a$ and $R$ it reaches $\tau_0$ when $b=800\sqrt{86.8/126}\approx660$ nm. The shear-thinning law then gives a surface pressure of $\tau_0\operatorname{arsinh}1\approx0.88\,\tau_0$, which is 12% below the Newtonian value, and the gap widens as the hole closes further.

**Q.** Silicon is a crystal. It does not oxidize at the same rate all round a cylinder.

**A.** That breaks the assumption of radial flow. Suppose that the rate is $R(1+\varepsilon\cos4\theta)$ on boundaries that are still circular. The Stokes equations are linear, so the extra flow can be found separately. Write $v_r=\frac1r\partial_\theta\psi$, $v_\theta=-\partial_r\psi$, which satisfies continuity, with $\psi=f(r)\sin4\theta$. Taking the curl of $\nabla p=\eta\nabla^2\mathbf v$ removes $p$ and leaves $\nabla^2\nabla^2\psi=0$, so

$$f=Ar^4+Br^{-4}+Er^6+Fr^{-2},\qquad \nabla^2\psi=(20Er^4-12Fr^{-4})\sin4\theta .$$

The radial Stokes equation is $\partial_rp=\frac{\eta}{r}\partial_\theta\nabla^2\psi$. Integrating it over $r$ gives the extra pressure

$$p_4=\eta\,(20Er^4+12Fr^{-4})\cos4\theta .$$

Four conditions fix the constants. At $r=a$ the radial velocity is prescribed and the bonded oxide does not slide: $4f/a=\varepsilon v(a)$ and $f'=0$. At $r=b$ the normal and shear stresses vanish:

$$-(20Eb^4+12Fb^{-4})+2\left(\frac{4f}{r}\right)'_{r=b}=0,\qquad
f''-\frac{f'}{b}+\frac{16f}{b^2}=0 .$$

For $\varepsilon=0.10$, a rough value, the largest amplitude of $p_4$ in the shell is 23% of $|p|$ on the pillar and 12% in the hole. This is more than the change made by shear-thinning at $V=0.3$ nm³, but less than that made by the viscosity gradient considered earlier. The signs survive, but "uniform" then describes the average round the circumference. By linearity a pillar with circular boundaries would first show a spot of mean compression at $\varepsilon\approx0.10/0.234\approx0.43$. A shell that has grown at this uneven rate is not circular, and the distortion acts at the same order in $\varepsilon$. If $\varepsilon=0.10$ is held throughout the growth of the 200 nm, both boundaries end about 10 nm out of round, and $p$ departs from the uniform value by up to about 20% on the pillar and in the hole alike. The first compressed spot on the pillar then appears near $\varepsilon\approx0.35$.

**Q.** And elasticity, compressibility, inertia, surface tension?

**A.** With a shear modulus of roughly 31 GPa, elastic stress relaxes in $\eta/G\approx16$ s, against about 2000 s to grow 200 nm at the given rate. In 16 s about 1.6 nm of oxide forms, so I would expect elastic memory to matter mainly in a layer of that order next to the silicon; this is an estimate of scale. Inside that layer the pressure can differ greatly from the viscous value. If the oxide is born without shear stress, then $p=-\sigma_{rr}(a)$ at the interface itself, about $+17$ MPa on the pillar, opposite in sign to the rest of the shell, and about 31 MPa in the hole. The layer thickens in proportion to $\eta$. The volume strain $|p|/K$, with $K\approx37$ GPa, is 0.1% on the pillar and 0.2% in the hole. The Reynolds number $\rho|C|/\eta$ is about $2\times10^{-25}$. A surface tension of 0.3 N/m shifts $p$ by $+0.25$ MPa on the pillar and $-0.38$ MPa in the hole.

**Q.** How close is this to an oxide that someone would grow?

**A.** The temperature, size and growth rate are of the order met in steam oxidation of micrometre-scale silicon structures. The viscosity is the weak point: it depends strongly on temperature and water content, and my value could be wrong by a factor of ten or more. The Newtonian pressure is proportional to it. At ten times the viscosity and the same growth rate the hole would have $p=870$ MPa, far above $\tau_0$. The shear-thinning law, with $\sigma_{rr}(b)=0$, then gives a surface pressure of $126\,\operatorname{arsinh}(868/126)\approx330$ MPa, rising to about 410 MPa at the interface, so the pressure is no longer uniform. Colder oxidation moves in this direction if the viscosity rises by a larger factor than the growth rate falls. Real trenches also have corners, flat walls and sometimes nitride masks, to which the cylindrical solution does not apply. The numerical output below lists the values for both shells.

**Q.** Then my first expectation was wrong about the pressure, but not about the pushing.

**A.** Yes. The push appears in the normal stress, which is zero at the free surface and most compressive at the silicon. The pressure records whether the rings are being stretched or squeezed, and for a purely viscous oxide of uniform viscosity in radial flow it has one value through the whole shell.

## Calculated quantities

```
Temperature: 1373 K
Viscosity: 5.0e+11 Pa s
Oxide growth rate R: 0.100 nm/s
Volume ratio Omega: 2.25
Silicon consumption speed s: 0.04444 nm/s
Interface radius a: 1000 nm
Oxide thickness: 200 nm
Free-surface radius b: convex 1200, concave 800 nm
Flow constant C: convex 55.56, concave -55.56 nm^2/s
Oxide velocity at interface: convex 0.05556, concave -0.05556 nm/s
Oxide velocity at free surface: convex 0.04630, concave -0.06944 nm/s
Uniform pressure p: convex -38.58, concave 86.81 MPa
Radial stress at interface: convex -16.98, concave -31.25 MPa
Hoop stress at interface: convex 94.14, concave -142.36 MPa
Hoop stress at free surface: convex 77.16, concave -173.61 MPa
Shear stress at interface: convex 55.56, concave 55.56 MPa
Shear stress at free surface: convex 38.58, concave 86.81 MPa
-- effect of stress on oxidation (rough activation volumes)
Activation volume, diffusion: 0.0750 nm^3
Activation volume, reaction: 0.0125 nm^3
Diffusivity factor: convex 1.165, concave 0.709 (no unit)
Reaction-rate factor: convex 0.989, concave 0.980 (no unit)
-- neglected effects
Activation volume, shear-thinning: 0.30 nm^3
Shear-thinning stress scale tau0: 126.4 MPa
Thinned/full viscosity at interface: convex 0.970, concave 0.970 (no unit)
Thinned/full viscosity at surface: convex 0.985, concave 0.934 (no unit)
Thinned pressure at interface: convex -37.30, concave 83.69 MPa
Thinned pressure at surface: convex -38.00, concave 81.12 MPa
Fourfold growth-rate amplitude: 10 %
Largest fourfold pressure amplitude / |p|: convex 23.4, concave 12.0 %
Surface tension: 0.30 N/m
Pressure shift by surface tension: convex 0.250, concave -0.375 MPa
Oxide shear modulus: 31 GPa
Elastic relaxation time eta/G: 16.1 s
Growth time thickness/R: 2000 s
Oxide grown in one relaxation time: 1.61 nm
Oxide bulk modulus: 37 GPa
Volume strain |p|/K: convex 0.104, concave 0.235 %
Reynolds number: convex 2.4e-25, concave 2.4e-25 (no unit)
```
